# Spin-orbit energy of nondegenerate singlet states at order 1/c⁴, part 1

(Sections cited here and not found follow in the later parts.)

Take two electrons and two real spatial orbitals, \(a\) with energy \(0\) and \(b\) with energy \(\Delta>0\), and neglect the repulsion between the electrons. The ground state has both electrons in \(a\), with opposite spins. Hartree atomic units are used throughout, and the small parameter is \(\lambda=c^{-2}\), so that an energy is expanded as \(E=E_0+\lambda E_2+\lambda^2E_4+\dots\), the subscript counting powers of \(1/c\). Let the leading relativistic correction couple \(a\) to \(b\) in two ways: by a spin-free real matrix element \(\lambda\eta\), and by a spin-orbit matrix element \(\langle b|h_{SO}|a\rangle=i\lambda\kappa\,\sigma_z\) with real \(\kappa\). The spin-orbit element is imaginary and has no diagonal part because its spatial factor is, like an angular momentum, an imaginary Hermitian operator; this is derived below for a general potential. The spin projection is conserved in this model, and for spin up or down the one-electron matrix is

\[
\begin{pmatrix}0&\lambda(\eta\mp i\kappa)\\ \lambda(\eta\pm i\kappa)&\Delta\end{pmatrix},
\]

with lower eigenvalue \(\tfrac12\Delta-\sqrt{\tfrac14\Delta^2+\lambda^2(\eta^2+\kappa^2)}=-\lambda^2(\eta^2+\kappa^2)/\Delta+O(\lambda^4)\). The two electrons together have \(E_4=-2\eta^2/\Delta-2\kappa^2/\Delta\). The spin-orbit constant \(\kappa\) is absent at order \(\lambda\), it appears at order \(\lambda^2=c^{-4}\), and there is no product \(\eta\kappa\).

The two-electron states show why. With \(|0\rangle=a^\dagger_\alpha a^\dagger_\beta|\mathrm{vac}\rangle\), the part of the spin-orbit operator that acts on \(|0\rangle\) is \(i\kappa(b^\dagger_\alpha a_\alpha-b^\dagger_\beta a_\beta)\), and

\[
i\kappa\,(b^\dagger_\alpha a_\alpha-b^\dagger_\beta a_\beta)\,a^\dagger_\alpha a^\dagger_\beta|\mathrm{vac}\rangle=i\kappa\,(b^\dagger_\alpha a^\dagger_\beta-a^\dagger_\alpha b^\dagger_\beta)|\mathrm{vac}\rangle .
\]

In the second term the pair \(b^\dagger_\beta a_\beta\) passes \(a^\dagger_\alpha\) without a sign, being a product of two fermion operators on other spin orbitals. The lowering operator applied to the high-spin state \(b^\dagger_\alpha a^\dagger_\alpha|\mathrm{vac}\rangle\) gives \(b^\dagger_\beta a^\dagger_\alpha+b^\dagger_\alpha a^\dagger_\beta=b^\dagger_\alpha a^\dagger_\beta-a^\dagger_\alpha b^\dagger_\beta\), the same combination. The spin-orbit operator therefore turns the singlet into \(i\kappa\sqrt2\) times the normalised \(M=0\) triplet, and second-order perturbation theory gives \(-2\kappa^2/\Delta\). The spin-free coupling produces the combination with the plus sign, the excited singlet, which is orthogonal to the triplet. The model also shows where the expansion ends: the series for the square root converges only for \(\lambda\sqrt{\eta^2+\kappa^2}\le\Delta/2\), its leading term is accurate only well inside that range, and for \(\Delta\to0\) the energy becomes linear in \(\lambda\).

To carry this over to real systems one needs the operators of order \(c^{-2}\) and also those of order \(c^{-4}\), because the expectation value of a \(c^{-4}\) operator competes with the second-order sum. Direct perturbation theory supplies both. Consider one electron in a real local potential \(V\), write \(\mathbf p=-i\nabla\), \(T=p^2/2\), \(h_0=T+V\), and measure energies from the rest energy. The Dirac equation for the large component \(\varphi\) and the small component \(\chi\) is

\[
V\varphi+c\,(\boldsymbol\sigma\cdot\mathbf p)\chi=E\varphi,\qquad c\,(\boldsymbol\sigma\cdot\mathbf p)\varphi+(V-2c^2)\chi=E\chi .
\]

The tool for all spin algebra is the Dirac identity \((\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)\), which follows from \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) for spatial operators \(\mathbf A,\mathbf B\) kept in order. Since the components of \(\mathbf p\) commute, \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2=2T\). Put \(\chi=(\boldsymbol\sigma\cdot\mathbf p)\psi/(2c)\), which defines a new two-component function \(\psi\). The first equation becomes \(V\varphi+T\psi=E\varphi\). Multiply the second from the left by \((\boldsymbol\sigma\cdot\mathbf p)/(2c)\): its first term is \(p^2\varphi/2=T\varphi\), the potential term is \(W\psi/(4c^2)\) with

\[
W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p),
\]

the rest-mass term is \(-2c^2p^2\psi/(4c^2)=-T\psi\), and the right side is \(Ep^2\psi/(4c^2)=\lambda ET\psi/2\). The result is the modified Dirac equation,

\[
\begin{pmatrix}V&T\\ T&\tfrac{\lambda}{4}W-T\end{pmatrix}\begin{pmatrix}\varphi\\ \psi\end{pmatrix}=E\begin{pmatrix}1&0\\0&\tfrac{\lambda}{2}T\end{pmatrix}\begin{pmatrix}\varphi\\ \psi\end{pmatrix}. \tag{1}
\]

The matrix on the right is the metric, since \(\langle\chi|\chi\rangle=\lambda\langle\psi|T|\psi\rangle/2\). Both matrices are linear in \(\lambda\), so only even powers of \(1/c\) occur in the energy, and spin enters through \(W\) alone. The Dirac identity splits it:

\[
W=W_0+W_{SO},\qquad W_0=\mathbf p\cdot V\mathbf p,\qquad W_{SO}=i\,\epsilon_{kij}\sigma_k\,p_iVp_j=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

The last form follows from \(p_iV=Vp_i-i(\partial_iV)\): the piece \(Vp_ip_j\) is symmetric in \(i,j\) and is removed by \(\epsilon_{kij}\), and \(i\cdot(-i)=1\). Between real spatial orbitals \(\langle a|p_iVp_j|b\rangle=\int V\,\partial_ia\,\partial_jb\), so

\[
\langle a|W_{SO}|b\rangle=i\sum_k\sigma_k\,w^k_{ab},\qquad w^k_{ab}=\int V\,(\nabla a\times\nabla b)_k\,d^3r=-w^k_{ba}. \tag{2}
\]

The integrals \(w^k\) are real and antisymmetric, which is the structure assumed in the two-orbital model.

The expansion that follows is a formal power series in operators. It is legitimate term by term for a smooth bounded potential, and it is ordinary matrix algebra in a finite basis, where \(T,V,W\) stand for matrices in an orthonormal basis used for both \(\varphi\) and \(\psi\) (restricted kinetic balance). For a point nucleus some of the operators are individually too singular to have expectation values in s states, although the energy coefficients are finite; the spin-orbit quantities considered here stay finite, as the example will show.

Let \(X\) map \(\varphi\) to \(\psi\) for all positive-energy solutions, \(\psi=X\varphi\). The first row of (1) reads \((V+TX)\varphi=E\varphi\), hence \(E\psi=X(V+TX)\varphi\), and the second row becomes an operator equation,

\[
T+\left(\tfrac{\lambda}{4}W-T\right)X=\tfrac{\lambda}{2}\,TX\,(V+TX).
\]

Insert \(X=X_0+\lambda X_1+\dots\). Order \(\lambda^0\) gives \(T-TX_0=0\), so \(X_0=1\). Order \(\lambda\) gives \(W/4-TX_1=Th_0/2\), so

\[
TX_1=\tfrac14W-\tfrac12Th_0,\qquad X_1=\tfrac14T^{-1}W-\tfrac12h_0,\qquad X_1^\dagger=\tfrac14WT^{-1}-\tfrac12h_0 .
\]

Projecting (1) on functions of the form \((\varphi,X\varphi)\) gives \(L\varphi=E\tilde S\varphi\) with \(L=V+TX+X^\dagger T-X^\dagger TX+\tfrac\lambda4X^\dagger WX\) and \(\tilde S=1+\tfrac\lambda2X^\dagger TX\). Writing \(X=1+\delta\), the terms linear in \(\delta\) cancel in \(TX+X^\dagger T-X^\dagger TX=T-\delta^\dagger T\delta\), so \(X_2\) is not needed, and \(L=h_0+\lambda L_2+\lambda^2L_4\) with \(L_2=W/4\) and \(L_4=\tfrac14(X_1^\dagger W+WX_1)-X_1^\dagger TX_1\). With \(\{A,B\}=AB+BA\), the two pieces are

\[
\tfrac14(X_1^\dagger W+WX_1)=\tfrac18WT^{-1}W-\tfrac18\{h_0,W\},\qquad X_1^\dagger TX_1=\tfrac1{16}WT^{-1}W-\tfrac18\{h_0,W\}+\tfrac14h_0Th_0 ,
\]

so that \(L_4=\tfrac1{16}WT^{-1}W-\tfrac14h_0Th_0\). The metric is \(\tilde S=1+\tfrac\lambda2T+\lambda^2M\) with \(M=\tfrac12(TX_1+X_1^\dagger T)=\tfrac14W-\tfrac14\{T,h_0\}\). From \((1+x)^{-1/2}=1-\tfrac12x+\tfrac38x^2-\dots\) with \(x=\tfrac\lambda2T+\lambda^2M\),

\[
\tilde S^{-1/2}=1+\lambda N_2+\lambda^2N_4,\qquad N_2=-\tfrac14T,\qquad N_4=\tfrac3{32}T^2-\tfrac12M .
\]

The Hermitian two-component Hamiltonian \(h=\tilde S^{-1/2}L\tilde S^{-1/2}=h_0+\lambda h_2+\lambda^2h_4+\dots\) has the positive-energy Dirac spectrum. Collecting orders, \(h_2=L_2+\{N_2,h_0\}\), which equals \(M\), and \(h_4=L_4+\{N_2,L_2\}+N_2h_0N_2+\{N_4,h_0\}\):

\[
h_2=\tfrac14W-\tfrac14\{T,h_0\}, \tag{3}
\]
\[
h_4=\tfrac1{16}WT^{-1}W-\tfrac14h_0Th_0-\tfrac1{16}\{T,W\}+\tfrac1{16}Th_0T+\left\{h_0,\ \tfrac3{32}T^2-\tfrac12h_2\right\}. \tag{4}
\]

Equation (3) is the Pauli Hamiltonian. Indeed \(-\tfrac14\{T,T\}=-p^4/8\) is the mass-velocity term; \(W_0-\{T,V\}=-\tfrac12\sum_i[p_i,[p_i,V]]=\tfrac12\nabla^2V\), because the double commutator is \(p_i^2V-2p_iVp_i+Vp_i^2\) on one hand and \(-\partial_i^2V\) on the other, which gives the Darwin term \(\nabla^2V/8\); and the remainder is the spin-orbit operator \(h_{SO}=W_{SO}/4\).

In (4) every term but the first contains \(W\) at most once and is therefore a spin-free operator plus an operator linear in \(\boldsymbol\sigma\). The first term looks quadratic in the spin-orbit coupling. But \(\boldsymbol\sigma\cdot\mathbf p\) commutes with \(p^2\), so \((\boldsymbol\sigma\cdot\mathbf p)T^{-1}(\boldsymbol\sigma\cdot\mathbf p)=T^{-1}p^2=2\), and

\[
\tfrac1{16}WT^{-1}W=\tfrac18(\boldsymbol\sigma\cdot\mathbf p)V^2(\boldsymbol\sigma\cdot\mathbf p)=\tfrac18\,\mathbf p\cdot V^2\mathbf p+\tfrac18\,\boldsymbol\sigma\cdot(\nabla V^2\times\mathbf p). \tag{5}
\]

Call "spin-free" what the Dirac identity leaves of each operator \((\boldsymbol\sigma\cdot\mathbf p)f(\boldsymbol\sigma\cdot\mathbf p)\) when the term with \(\boldsymbol\sigma\) is dropped. With this convention \(h_4=h_4^{SF}+h_4^{SO}\), and \(h_4^{SO}\) is a sum of spatial operators each multiplied by one Pauli matrix. The convention matters, and an alternative one is examined further on. Equation (5) uses completeness; in a finite basis it is in general only approached as the basis grows towards completeness.

Now take \(N\) electrons and a Hamiltonian \(H=H_0+\lambda H_2+\lambda^2H_4\), with \(H_2=H_{SF}+H_{SO}\). For independent electrons each term is the sum of the one-electron operators above, and the ground-state energy is the sum of the \(N\) lowest eigenvalues of \(h\). The spin argument needs less than independence. Assume that \(H_0\) and \(H_{SF}\) commute with the total spin \(\mathbf S=\tfrac12\sum_\mu\boldsymbol\sigma(\mu)\), which allows the electron repulsion in \(H_0\), that \(|0\rangle\) is a nondegenerate eigenstate of \(H_0\) with \(S^2|0\rangle=0\), and that

\[
H_{SO}=\sum_{k=x,y,z}A^k[g^k],\qquad A^j[g]=\sum_\mu g_\mu\,\sigma_j(\mu),
\]

where \(g_\mu\) is a purely spatial operator, labelled so that the sum is symmetric under permutation of the electrons. For the nuclear term \(g^k_\mu=\tfrac14(\nabla V\times\mathbf p)_k\) acting on electron \(\mu\). The two-electron spin-same-orbit and spin-other-orbit terms of the Breit–Pauli Hamiltonian have this form too, each being a spatial operator on two electrons times the spin of one of them. The three spatial operators \(g^x,g^y,g^z\) are different, but for a fixed \(g\) one may form all three \(A^j[g]\).

Rayleigh–Schrödinger theory gives the energy coefficients. With \(|\Psi\rangle=|0\rangle+\lambda|1\rangle+\dots\) and \(\langle0|\Psi\rangle=1\), order \(\lambda\) of the Schrödinger equation is \((H_0-E_0)|1\rangle=-(H_2-E_2)|0\rangle\). Projection on \(\langle0|\) gives \(E_2=\langle0|H_2|0\rangle\), and projection on the other eigenstates gives \(|1\rangle=RH_2|0\rangle\) with \(R=\sum_{n\ne0}|n\rangle\langle n|/(E_0-E_n)\), where \(E_n\) are eigenvalues of \(H_0\). Order \(\lambda^2\) projected on \(\langle0|\) gives

\[
E_4=\langle0|H_4|0\rangle+\langle0|H_2RH_2|0\rangle. \tag{6}
\]

Since \(\mathbf S\) commutes with spatial operators and \([\tfrac12\sigma_i,\sigma_j]=i\epsilon_{ijk}\sigma_k\) for each electron,

\[
[S_i,A^j[g]]=i\epsilon_{ijk}A^k[g].
\]

This is what is meant by spin rank one. For a singlet \(0=\langle0|S^2|0\rangle=\sum_i\|S_i|0\rangle\|^2\), so each \(S_i|0\rangle=0\). Define \(|j,g\rangle=A^j[g]|0\rangle\). Then \(S_i|j,g\rangle=[S_i,A^j]|0\rangle=i\epsilon_{ijk}|k,g\rangle\), and applying this twice,

\[
S^2|j,g\rangle=\sum_{i,k,l}(i\epsilon_{ijk})(i\epsilon_{ikl})|l,g\rangle=\sum_{i,k,l}\epsilon_{ijk}\epsilon_{ilk}|l,g\rangle=2\,|j,g\rangle ,
\]

where \(i^2=-1\) was absorbed by exchanging two indices of the second symbol, and \(\sum_{ik}\epsilon_{ijk}\epsilon_{ilk}=2\delta_{jl}\). The eigenvalue \(2=S(S+1)\) means \(S=1\). Any rank-one operator turns a singlet into a pure triplet, with no singlet and no quintet admixture.

Eigenstates of the Hermitian operator \(S^2\) with different eigenvalues are orthogonal, so \(\langle0|H_{SO}|0\rangle=0\): spin-orbit coupling contributes nothing at order \(c^{-2}\). The same argument gives \(\langle0|H_4^{SO}|0\rangle=0\) for any part of \(H_4\) that is linear in the spins. In the second term of (6), \(R\) commutes with \(\mathbf S\) because \(H_0\) and the projector on \(|0\rangle\) do. The vector \(H_{SF}|0\rangle\) is a singlet, since \(S_iH_{SF}|0\rangle=H_{SF}S_i|0\rangle=0\), and \(RH_{SO}|0\rangle\) is a triplet, so the cross terms \(\langle0|H_{SF}RH_{SO}|0\rangle\) and its conjugate vanish. The eigenstates of \(H_0\) can be chosen as spin eigenstates, and only the triplets overlap \(H_{SO}|0\rangle\). What remains is

the second-order sum over triplet states, so spin-orbit coupling first enters the energy of a nondegenerate singlet at order \(c^{-4}\). The explicit form of this sum, its relation to other terms of the same order, and the tests on examples are still to come.
